\section*{Plasma series resonance of a uniform cold bulk between electron-free sheaths}

\section{The result and the model}

A uniform slab of cold electrons, of length $L$, lies between two plane electrodes and is separated from them by electron-free sheaths of total width $s$. When the electrodes are short-circuited for alternating current and collisions are absent, the slab oscillates between the electrodes at the angular frequency
\begin{equation}
\omega_0=\omega_{pe}\sqrt{\frac{s}{s+L}},\qquad
\omega_{pe}^2=\frac{ne^2}{\varepsilon_0 m}.
\label{eq:result}
\end{equation}
Here $n$ is the electron density of the slab, $m$ the electron mass, $e>0$ the elementary charge and $\omega_{pe}$ the electron plasma frequency. This is the plasma series resonance.

The coordinate $z$ runs from the left electrode at $z=0$ to the right one at $z=d$. The sheaths have equilibrium widths $s_1$ (left) and $s_2$ (right), so that $s=s_1+s_2$ and $d=s+L$. The ions are immobile, and in the slab their density is also $n$. The fields are electrostatic and uniform along the electrodes, so the problem is one-dimensional. Electrons have no thermal pressure. They lose momentum in collisions at a constant rate $\nu$, which is set to zero where the undamped result is wanted. The voltage $U$ is the potential of the left electrode minus that of the right one,
\begin{equation}
U=\int_0^d E\,dz .
\label{eq:voltage}
\end{equation}
A vacuum sheath means here a region without electrons. It may contain ions, whose static charge produces the constant sheath voltage.

\section{First derivation: the impedance of the gap}

\subsection{One current through sheaths and bulk}

Differentiate Gauss's law $\varepsilon_0\,\partial E/\partial z=\rho$ with respect to time and insert charge conservation, $\partial\rho/\partial t=-\partial j/\partial z$:
\begin{equation}
\frac{\partial}{\partial z}\left(\varepsilon_0\frac{\partial E}{\partial t}+j\right)=0 .
\end{equation}
The sum $J$ of displacement and conduction current density is therefore the same at every $z$.

In a sheath there are no electrons and the ions do not move, so $j=0$ and $\varepsilon_0\,\partial E/\partial t=J$. The alternating part of the field is thus the same throughout both sheaths. The ion charge shapes the static field but drops out of the alternating one.

The sheath edges also move, by some small distance $\xi$. In the strip between the old and the new edge, the field differs from the value assigned to it by an amount of order $en\xi/\varepsilon_0$, because the equilibrium field vanishes at the edge. The strip has a width of order $|\xi|$, so the voltage error is of order $en\xi^2/\varepsilon_0$. It is of second order and is absent from the linear response. The estimate assumes that the sheath holds ions next to the edge, which pull the edge electrons back. The fewer ions there are, the farther these electrons travel beyond the slab and the smaller the amplitude must be; in a sheath without ions some of them reach the electrode.

\subsection{The permittivity of the bulk}

Let alternating quantities vary as $e^{-i\omega t}$. The electron velocity $v$ in the bulk field $E_b$ obeys
\begin{equation}
-i\omega m v=-eE_b-m\nu v
\quad\Rightarrow\quad
v=-\frac{eE_b}{m(\nu-i\omega)} .
\end{equation}
The conduction current density is $-env$, so the total current density is
\begin{align}
J&=-i\omega\varepsilon_0E_b+\frac{ne^2}{m(\nu-i\omega)}E_b\\
&=-i\omega\varepsilon_0E_b\left[1+\frac{\omega_{pe}^2}{(-i\omega)(\nu-i\omega)}\right].
\end{align}
Since $(-i\omega)(\nu-i\omega)=-\omega^2-i\omega\nu=-\omega(\omega+i\nu)$, this is
\begin{equation}
J=-i\omega\varepsilon_0\varepsilon_pE_b,\qquad
\varepsilon_p=1-\frac{\omega_{pe}^2}{\omega(\omega+i\nu)} .
\label{eq:eps}
\end{equation}
In the sheaths $J=-i\omega\varepsilon_0E_s$. Equality of the two currents gives $E_s=\varepsilon_pE_b$.

\subsection{The zero of the impedance}

The alternating voltage is the sum of the sheath and bulk parts,
\begin{equation}
U=sE_s+LE_b=\left(s+\frac{L}{\varepsilon_p}\right)E_s .
\end{equation}
Only the sum of the sheath widths enters, because both sheaths carry the same alternating field. For electrode area $A$ the current is $JA=-i\omega\varepsilon_0AE_s$, and the impedance is
\begin{equation}
Z=\frac{U}{JA}=\frac{1}{-i\omega\varepsilon_0A}\left(s+\frac{L}{\varepsilon_p}\right).
\label{eq:Z}
\end{equation}
A current can flow with no alternating voltage between the electrodes if $Z=0$, that is, if
\begin{equation}
\varepsilon_p=-\frac{L}{s}.
\label{eq:cond}
\end{equation}
Inserting Eq.~\eqref{eq:eps} and collecting terms,
\begin{equation}
\frac{\omega_{pe}^2}{\omega(\omega+i\nu)}=1+\frac{L}{s}=\frac{s+L}{s}
\quad\Rightarrow\quad
\omega(\omega+i\nu)=\omega_{pe}^2\frac{s}{s+L}.
\label{eq:complex}
\end{equation}
For $\nu=0$ the positive root is Eq.~\eqref{eq:result}.

The negative permittivity in Eq.~\eqref{eq:cond} has a direct meaning. In the free oscillation $E_b=-(s/L)E_s$: the bulk field opposes the sheath field, and the voltages $LE_b$ and $sE_s$ cancel. For $\omega^2<\omega_{pe}^2-\nu^2$, where the real part of $\varepsilon_p$ is negative, the inertia of the electrons makes the bulk inductive, while the sheaths are capacitive.

With collisions, the right-hand side of Eq.~\eqref{eq:complex} is $\omega_0^2$, and the quadratic equation has the roots
\begin{equation}
\omega=-\frac{i\nu}{2}\pm\sqrt{\omega_0^2-\frac{\nu^2}{4}} .
\label{eq:damped}
\end{equation}
For $\nu<2\omega_0$ the free oscillation decays as $e^{-\nu t/2}$ and its frequency is lowered, only slightly if $\nu\ll\omega_0$. For larger $\nu$ both roots are imaginary and there is no oscillation.

\subsection{Open circuit and series capacitor}

If the external circuit is open, $J=0$. The bulk can then sustain a field only if $\varepsilon_p=0$, which for $\nu=0$ means $\omega=\omega_{pe}$. The series resonance is lower because the short circuit lets charge flow between the electrodes and weakens the restoring field.

An external capacitor $C$ in series connects the two cases. Its impedance can be written as
\begin{equation}
\frac{1}{-i\omega C}=\frac{s_C}{-i\omega\varepsilon_0A},\qquad s_C=\frac{\varepsilon_0A}{C},
\end{equation}
so it acts as an additional vacuum width $s_C$. Repeating the last steps with $s\to s+s_C$ gives, for $\nu=0$,
\begin{equation}
\omega^2=\omega_{pe}^2\frac{s+s_C}{s+s_C+L}.
\end{equation}
A large capacitor has $s_C\ll s$ and leaves $\omega_0$ nearly unchanged, although it can hold a constant bias. For $C\to0$ the frequency tends to $\omega_{pe}$, as it must for an open circuit.

\section{Second derivation: the motion of the electron slab}

\subsection{The restoring force}

Now let ions of density $n$ fill the entire gap, sheaths included, and displace the electron slab as a rigid body by $x$. It occupies $s_1+x<z<s_1+x+L$. The left sheath has width $s_1+x$ and the right one $s_2-x$; their sum remains $s$. No small-amplitude assumption is made, but the slab must not touch an electrode, so $-s_1<x<s_2$.

The slab is neutral inside, hence its field $E_b$ is uniform. In the sheaths Gauss's law gives $\partial E/\partial z=g$ with $g=en/\varepsilon_0$. Continuity at the two edges fixes
\begin{align}
E&=E_b+g(z-s_1-x) &&\text{(left sheath)},\\
E&=E_b+g(z-s_1-x-L) &&\text{(right sheath)}.
\end{align}
In the left sheath the term in $g$ is negative and integrates to $-g(s_1+x)^2/2$. In the right sheath it is positive and integrates to $+g(s_2-x)^2/2$. Equation~\eqref{eq:voltage} becomes
\begin{equation}
U=E_bd+\frac g2\left[(s_2-x)^2-(s_1+x)^2\right].
\end{equation}
The bracket is a difference of squares,
\begin{equation}
(s_2-x)^2-(s_1+x)^2=(s_2+s_1)(s_2-s_1-2x)=s(s_2-s_1-2x),
\end{equation}
in which the terms in $x^2$ have cancelled. Solving for the bulk field,
\begin{equation}
E_b=\frac{U-U_{dc}}{d}+\frac{gs}{d}\,x,\qquad
U_{dc}=\frac{gs(s_2-s_1)}{2}=\frac{en}{2\varepsilon_0}(s_2^2-s_1^2).
\label{eq:Eb}
\end{equation}
The constant voltage $U_{dc}$ keeps the slab at rest at $x=0$ when the sheaths are unequal. Write $U=U_{dc}+U_{ac}$. Newton's law for each electron, $m\ddot x=-eE_b-m\nu\dot x$, then reads
\begin{equation}
\ddot x+\nu\dot x+\omega_0^2x=-\frac{eU_{ac}}{md},\qquad
\omega_0^2=\frac{egs}{md}=\omega_{pe}^2\frac{s}{s+L}.
\label{eq:osc}
\end{equation}
This is the same resonance. For $U_{ac}=0$, the trial solution $e^{-i\omega t}$ reproduces Eq.~\eqref{eq:complex}, damping included. A displacement to the right leaves uncovered ions on the left, and these pull the electrons back. The short-circuited electrodes carry image charges that reduce this field from $gx$ to $gxs/d$.

\subsection{Electrons that do not move together}

The rigid motion can be relaxed. Divide the slab into thin sheets, each labelled by its equilibrium position $a$ and displaced by $\xi(a,t)$, and suppose that no sheet overtakes another. Let $E_0$ be the field at the left electrode. Between this electrode and the sheet at $z=a+\xi$ lie the ion charge $en(a+\xi)$ and the electron charge $-en(a-s_1)$ per unit area. The field at the sheet is
\begin{equation}
E=E_0+g(a+\xi)-g(a-s_1)=E_0+g(s_1+\xi).
\end{equation}
An electron layer $da$ at position $a+\xi$ lowers the field by $g\,da$ everywhere to its right, over a distance $d-a-\xi$. The voltage is therefore
\begin{equation}
U=E_0d+\frac{gd^2}{2}-g\int_{s_1}^{s_1+L}(d-a-\xi)\,da .
\end{equation}
Its dependence on the displacements is $+gL\langle\xi\rangle$, where $\langle\xi\rangle$ is the average over the slab. Hence $E_0$ contains $-gL\langle\xi\rangle/d$. The remaining constants follow from Eq.~\eqref{eq:Eb} at $x=0$, and
\begin{equation}
E=\frac{U_{ac}}{d}+g\left(\xi-\frac Ld\langle\xi\rangle\right).
\end{equation}
With $U_{ac}=0$ and $\nu=0$ the equation of motion is
\begin{equation}
\ddot\xi=-\omega_{pe}^2\left(\xi-\frac Ld\langle\xi\rangle\right).
\end{equation}
Averaging over the slab, and then subtracting the average, separates two kinds of motion:
\begin{equation}
\frac{d^2\langle\xi\rangle}{dt^2}=-\omega_{pe}^2\frac sd\langle\xi\rangle,\qquad
\frac{d^2}{dt^2}(\xi-\langle\xi\rangle)=-\omega_{pe}^2(\xi-\langle\xi\rangle).
\end{equation}
The mean displacement oscillates at $\omega_0$ whatever the internal motion does. Internal deformations oscillate at $\omega_{pe}$ and do not couple to it.

\section{Heating at a prescribed voltage}

For $U_{ac}=U_0\cos\omega t$, Eq.~\eqref{eq:osc} gives the velocity amplitude
\begin{equation}
v_0=\frac{eU_0}{md}\,\frac{\omega}{\sqrt{(\omega_0^2-\omega^2)^2+\nu^2\omega^2}} .
\end{equation}
The friction force $m\nu v$ dissipates on average $m\nu v_0^2/2$ per electron. With $nL$ electrons per unit area, the mean power per area is
\begin{equation}
P=\frac{nLm\nu}{2}\left(\frac{eU_0}{md}\right)^2
\frac{1}{(\omega_0^2-\omega^2)^2/\omega^2+\nu^2}.
\label{eq:P}
\end{equation}
The first term of the last denominator is non-negative and vanishes at $\omega=\omega_0$. The maximum therefore lies at $\omega_0$, not at the damped frequency of Eq.~\eqref{eq:damped}, and equals
\begin{equation}
P_{max}=\frac{ne^2LU_0^2}{2md^2\nu}=\frac{\varepsilon_0\omega_{pe}^2LU_0^2}{2d^2\nu}.
\end{equation}
Half of this is reached where $|\omega_0^2-\omega^2|=\nu\omega$. The positive solutions are
\begin{equation}
\omega_\pm=\sqrt{\omega_0^2+\frac{\nu^2}{4}}\pm\frac\nu2,\qquad \omega_+-\omega_-=\nu .
\label{eq:half}
\end{equation}
At resonance the power varies as $1/\nu$, because collisions limit the motion. Far from resonance, where $\nu\omega\ll|\omega_0^2-\omega^2|$, it varies as $\nu$, because inertia and the restoring force fix the motion and collisions merely dissipate it. The growth of $P_{max}$ at small $\nu$ ends within this model when the slab reaches an electrode.

\section{A worked example}

Take the round values $n=10^{15}\,\mathrm{m^{-3}}$, $s_1=4$ mm, $s_2=6$ mm, $L=40$ mm and $\nu=10^8\,\mathrm{s^{-1}}$. Then $s=10$ mm, $d=50$ mm and $\omega_{pe}=1.784\times10^9$ rad/s, so that
\begin{equation}
\omega_0=1.784\times10^9\sqrt{\frac{10}{50}}\ \mathrm{rad/s}
=7.98\times10^8\ \mathrm{rad/s},
\end{equation}
or 127 MHz. The thin-sheath limit $\omega_{pe}\sqrt{s/L}$, valid for $s\ll L$, would give $0.500\,\omega_{pe}$ instead of $0.447\,\omega_{pe}$. It is 12\% too high relative to the full formula, since $s/L=0.25$ is not very small. In the opposite limit, $s\gg L$, the frequency approaches $\omega_{pe}$: the electrode charges then reduce the restoring field only by the small fraction $L/d$.

For an assumed electron temperature of 3 eV the Debye length is 0.41 mm, about a tenth of the narrower sheath. The sharp edge is thus an approximation. The Debye length alone does not fix the resulting error in $\omega_0$, which also depends on the ion density in the sheaths.

The quality factor is $\omega_0/\nu=7.98$. By Eq.~\eqref{eq:damped} damping lowers the free frequency by the fraction $\nu^2/(8\omega_0^2)\approx0.2\%$ to leading order. A simulation of 40 electron sheets, released 2 mm from equilibrium with the balancing bias of 181 V, gives $7.963\times10^8$ rad/s and a decay rate of $5.00\times10^7\,\mathrm{s^{-1}}$. Both agree with Eq.~\eqref{eq:damped}, although the initial displacement is half the narrower sheath.

A separate diagonalization of the fluid equations on a grid tests the dependence on geometry. Sheaths of 8 and 12 cells, or of 10 and 10, in a gap of 100 cells both give $0.4472\,\omega_{pe}$: their division does not matter. The other modes lie at $\omega_{pe}$, as the sheet equations require.

Now compare the heating at a voltage amplitude of 10 V, at resonance and at 13.56 MHz. With $r=\omega_0/\omega=9.364$, Eq.~\eqref{eq:P} gives
\begin{equation}
\frac{P_{max}}{P}=1+\left[\frac{\omega_0}{\nu}\left(r-\frac1r\right)\right]^2
=1+(7.978\times9.257)^2\approx5.46\times10^3 .
\end{equation}
The powers are 225 and 0.0413 $\mathrm{W/m^2}$. The displacement amplitude at resonance is 0.44 mm, well inside the sheaths but about equal to the Debye length. These powers count collisional loss only and belong to the gap filled with ions of density $n$. With fewer ions in the sheaths, the edge effects described in the last section shift the resonance and add damping, which lowers the peak.

In this example the voltages across the bulk and across the sheaths at resonance are each larger than the applied one, because $(L/d)(\omega_0/\nu)$ exceeds one. From Eq.~\eqref{eq:Eb} the bulk voltage is $LE_b=(L/d)U_{ac}+gsLx/d$, and the sheaths carry the rest. At resonance $x$ is a quarter period out of phase with $U_{ac}$, and the second term has amplitude $(L/d)(\omega_0/\nu)U_0=0.8\times7.98\times10\ \mathrm V\approx64$ V. This part appears with opposite signs across bulk and sheaths and cancels in the sum.

By Eq.~\eqref{eq:half} the half-power band runs from about 119 to 135 MHz. The ninth harmonic of the drive, at 122 MHz, lies inside it. A sinusoidal voltage does not supply that harmonic, and the linear oscillator does not generate one in its steady state. For a 13.56 MHz drive to heat electrons through this resonance, the harmonic must come from the voltage waveform or from a nonlinearity, which the linear oscillator lacks.

\section{What each derivation assumes}

The impedance derivation is linear in the alternating fields. In return, it leaves the static ion profile in the sheaths open and readily includes an external circuit: the resonance condition becomes $Z+Z_{ext}=0$. It treats one complex frequency at a time; other time dependences follow by superposition.

The mechanical derivation works directly in time and holds at finite displacement, but it assumes ions of density $n$ throughout the gap. This is why the quadratic terms of the two sheath voltages cancel. With another ion profile that cancellation is not guaranteed, and the oscillator may become nonlinear at finite amplitude. In the limit of vanishing amplitude the first derivation shows that $\omega_0$ is unchanged. The neglected voltage is of second order, so the relative correction grows roughly in proportion to the amplitude, and it is larger for ion-poor sheaths.

Both derivations, as given here, assume a uniform cold bulk and fields that do not vary along the electrodes. The latter limits the electrode size, since standing-wave and skin effects are neglected; in the example the length $c/\omega_{pe}$, with $c$ the speed of light, is only 0.17 m. If the bulk density depends on $z$, the term $L/\varepsilon_p$ in Eq.~\eqref{eq:Z} is replaced by $\int dz/\varepsilon_p(z)$, since $E_b=E_s/\varepsilon_p(z)$ at each point. The resonance then depends on the whole profile, and inserting an average density into Eq.~\eqref{eq:result} is an approximation. If the density falls so low near the edges that the local plasma frequency equals $\omega$ somewhere, then $\varepsilon_p(z)=0$ there for $\nu=0$ and the integrand is singular. The resonance can then remain broad however small $\nu$ is. Thermal motion blurs the slab edges over a distance of about the Debye length. If ions of density $n$ fill the whole gap, the mean displacement still oscillates at $\omega_0$ as long as no electron reaches an electrode: the mutual forces between electrons cancel in the average, and the forces from the ions and the electrode charges are linear in the mean displacement. If the sheaths hold fewer ions, electrons in the blurred edges feel a different ion field. The resonance can then shift and be damped even without collisions. The formula also treats $s$ as given; in a discharge it depends on the voltage and the density, so $\omega_0$ does not in general scale simply as $\sqrt n$ when the operating conditions change.

\section*{Calculated quantities}
\begin{verbatim}
Electron density: 1.000e+15 m^-3
Left sheath width: 4.000 mm
Right sheath width: 6.000 mm
Total sheath width s: 10.000 mm
Bulk length L: 40.000 mm
Gap width: 50.000 mm
Collision rate: 1.000e+08 s^-1
Assumed electron temperature: 3.00 eV
Debye length: 0.4072 mm
Plasma angular frequency: 1.783986e+09 rad/s
Plasma frequency: 283.9302 MHz
omega_0/omega_pe: 0.447214 (dimensionless)
Series resonance angular frequency: 7.978230e+08 rad/s
Series resonance frequency: 126.9775 MHz
Drive frequency: 13.56 MHz
Resonance/drive frequency: 9.3641 (dimensionless)
Grid modes: left cells, right cells, omega/omega_pe, E_bulk/E_sheath
  8, 12, 0.447214, -0.250000
  10, 10, 0.447214, -0.250000
  2, 3, 0.223607, -0.052632
  40, 30, 0.836660, -2.333333
Grid cells across gap: 100
Electron sheets simulated: 40
Initial sheet displacement: 2.000 mm
Constant balancing bias: 180.951 V
Damped angular frequency, formula: 7.962547e+08 rad/s
Damped angular frequency, sheets: 7.962547e+08 rad/s
Amplitude decay rate, sheets: 5.000000e+07 s^-1
Applied voltage amplitude: 10.00 V
Displacement amplitude at resonance: 0.4409 mm
Peak power per area, formula: 225.4352 W/m^2
Peak power per area, grid: 225.4352 W/m^2
Power per area at drive frequency: 0.04132 W/m^2
Peak/drive power ratio: 5455.87 (dimensionless)
Half-power angular width, grid: 1.000000e+08 rad/s
Quality factor omega_0/nu: 7.9782 (dimensionless)
\end{verbatim}
